# Fourier-space quantum addition with truncated phase rotations

A quantum register can be added to another without any carry bits: Fourier transform one register, turn its phases by amounts set by the other, and transform back. Done in full on a large register, this scheme spends most of its gates on turns too small to matter. For $n$ qubits it uses $n(3n-1)/2$ controlled phases, with angles down to $2\pi/2^n$. At $n=1024$ that is 1,572,352 gates. At $n=16$ it is 376, and if each fails with probability $10^{-3}$, the chance that none fails is $0.999^{376}=0.69$. The smallest of these turns is $2\pi/65536\approx10^{-4}$ rad, yet it is charged like the rest.

The obvious cure is to leave out small rotations. A crude estimate makes this look dangerous, because there are many of them and their errors might add up. What matters is which errors survive in the sum.

## The full adder and its cost

Let $a=\sum_i a_i2^i$ and $b=\sum_i b_i2^i$, with $i=0,\dots,n-1$. The circuit should map $|a\rangle|b\rangle$ to $|a\rangle|s\rangle$ with $s=a+b \bmod 2^n$. The Fourier transform of $b$ is

$$|b\rangle\to 2^{-n/2}\sum_{k=0}^{2^n-1}e^{2\pi i bk/2^n}|k\rangle .$$

The bit of $k$ with weight $2^{n-j}$ contributes the phase $2\pi b/2^j$ when it is 1. The state is therefore a product of $n$ single-qubit states,

$$\frac{|0\rangle+e^{2\pi i b/2^j}|1\rangle}{\sqrt2},\qquad j=1,\dots,n .$$

Let the qubit that held $b_{j-1}$ carry the factor $j$; no swaps are then needed. A Hadamard gate on this qubit gives the phase $2\pi b_{j-1}/2$. Each lower bit $b_i$ then controls a further phase $2\pi/2^{j-i}$. The total, in turns, is $\sum_{i<j}b_i2^{i-j}$, which equals $b/2^j$ up to whole turns. Working from $j=n$ down to $j=1$ ensures that the controls are still plain bits when they are used.

To add $a$, qubit $j$ must turn by a further $2\pi a/2^j$. Bit $a_i$ supplies $2\pi/2^{j-i}$. For $i\ge j$ this is a whole number of turns and no gate is needed, which is how the reduction modulo $2^n$ comes about. The inverse transform then reads out $s$.

Call $d=j-i$ the distance of a gate, so that its angle is $2\pi/2^d$. In the adder stage, distance $d$ occurs for $j=d,\dots,n$, that is, $n-d+1$ times. Each transform has the same numbers but lacks $d=1$, whose work is done by the Hadamard gates. If only $d\le m$ is kept, with $1\le m\le n$, the adder stage has

$$\sum_{d=1}^m(n-d+1)=m(n+1)-\frac{m(m+1)}2=\frac{m(2n-m+1)}2$$

controlled phases. Each transform has $n$ fewer, so the total is

$$G(n,m)=\frac{3m(2n-m+1)}2-2n .$$

Setting $m=n$ returns $n(3n-1)/2$. For fixed $m$ the count grows linearly in $n$.

## Why adding up the dropped gates says too little

Replacing a gate by the identity changes the circuit, in operator norm, by at most $|e^{i\varphi}-1|\le\varphi$, where $\varphi$ is the gate's angle. Replacing gates one after another adds these changes, since the other gates are unitary and preserve norms. With $U$ the full circuit and $U_m$ the truncated one, three stages give

$$\|U_m-U\|\le 3\sum_{d=m+1}^{n}(n-d+1)\frac{2\pi}{2^d}\le\frac{6\pi(n-m)}{2^m}.$$

The last step uses $n-d+1\le n-m$ and $\sum_{d>m}2^{-d}=2^{-m}$. For $n=16$ and $m=6$ the bound is $6\pi\cdot10/64=2.9$. Two unitaries never differ by more than 2 in this norm, so here the bound says nothing. It ignores the fact that the inverse transform removes phases of the same kind as the first two stages supply. In norm this costs only a modest factor: for $n=6$ the exact values at $m=3,4,5$ are 1.85, 0.77 and 0.20, against bounds of 7.1, 2.4 and 0.59. The norm also describes the worst superposition. Definite inputs, treated next, fare better when $n-m$ exceeds 1: at $n=6$ and $m=3,4,5$ their worst loss is 0.38, 0.075 and 0.0096, against infidelities of 0.85, 0.15 and 0.0096 for the worst superposition.

## What survives is the carry

Truncation leaves qubit $j$ with a window of at most $m$ bits. For an integer $x$ define

$$W_j(x)=\sum_{i=\max(0,j-m)}^{j-1}x_i2^{i-j}.$$

After the truncated transform and adder, the phase of qubit $j$ is $W_j(a)+W_j(b)$ turns. Take $j>m$ and let $l=j-m$ be the lowest position in the window. The bits below it obey ordinary addition,

$$(a\bmod 2^l)+(b\bmod 2^l)=(s\bmod 2^l)+2^lc_l ,$$

where $c_l$ is the carry, 0 or 1, into position $l$. All bits below position $j$ obey

$$(a\bmod 2^j)+(b\bmod 2^j)\equiv s\bmod 2^j\pmod{2^j}.$$

Since $x\bmod2^j=2^jW_j(x)+(x\bmod2^l)$, subtracting the first relation from the second and dividing by $2^j$ gives

$$W_j(a)+W_j(b)\equiv W_j(s)-\frac{c_l}{2^m}\pmod 1 .$$

The dropped parts of $a$, $b$ and $s$ cancel except for one carry. For $j\le m$ nothing has been dropped and there is no residue.

The inverse transform fixes the bits of $s$ from the lowest upward. Consider the component in which all lower bits have come out right. The controlled phases remove $W_j(s)$ apart from its top term $s_{j-1}/2$, leaving

$$\frac{|0\rangle+e^{2\pi i(s_{j-1}/2-c_l/2^m)}|1\rangle}{\sqrt2}.$$

Write $\theta=\pi/2^m$. The final Hadamard gate gives the correct bit the amplitude

$$\frac{1+(-1)^{s_{j-1}}e^{i\pi s_{j-1}}e^{-2i\theta c_l}}2=\frac{1+e^{-2i\theta c_l}}2=(e^{-i\theta}\cos\theta)^{c_l}.$$

The last form holds because $c_l$ is 0 or 1. Multiplying over $j$, with $C=c_1+\dots+c_{n-m}$, gives

$$\langle a,s|U_m|a,b\rangle=z^C,\qquad z=e^{-i\theta}\cos\theta ,$$

$$P(\text{correct})=\cos^{2C}\theta .$$

This is exact for ideal gates and inputs with definite $a$ and $b$. A sum without carries into positions $1,\dots,n-m$ is always right. At $m=n$ there is no such position and the adder is exact. At $m=1$, $\cos\theta=0$: the circuit computes the bitwise exclusive-or, and any counted carry makes the answer wrong.

## What a wrong answer looks like

The qubits $j\le m$ have no residual phase, so the lowest $m$ bits of the result are right in every run. A wrong answer is therefore off by a nonzero multiple of $2^m$. Truncation does not blur the last digits of the sum; when it spoils a result, the error is at least $2^m$.

Take $77+89=166$ on 8 qubits with $m=3$. In binary this is $01001101+01011001=10100110$. The carries into positions 1 to 5 are $1,0,0,1,1$, so $C=3$ and

$$P(\text{correct})=\cos^6(\pi/8)=0.622 .$$

The cutoff is far too low for use, but it makes the errors visible. The carries disturb the qubits $j=l+3=4,7,8$, which give bits 3, 6 and 7. Each disturbed bit is right with probability $\cos^2(\pi/8)=0.854$ if the lower bits are right.

Suppose bit 3 is right and bit 6 comes out as 1 instead of 0. The inverse transform then removes an extra quarter turn from the last qubit, whose residue becomes $-1/8-1/4=-3/8$ turn. Bit 7 now flips with probability $\sin^2(3\pi/8)=0.854$. The outcome with bits 6 and 7 both wrong is 102, which is 64 too low, and its probability is $0.854\times0.146\times0.854=0.107$. Having bit 7 alone wrong gives 38, which is 128 too low, with the same probability. These are the two likeliest wrong answers. The circuit has 47 controlled phases instead of 92.

## Choosing the cutoff for definite inputs

Since $(1-x)^C\ge1-Cx$ for $0\le x\le1$ and whole $C\ge0$, and since $\sin\theta\le\theta$ and $C\le n-m$,

$$P=(1-\sin^2\theta)^C\ge1-\frac{(n-m)\pi^2}{4^m}.$$

A loss of at most $\varepsilon$ is thus assured by

$$m\ge\tfrac12\log_2\frac{\pi^2n}{\varepsilon},$$

provided this does not exceed $n$. Because $G\le3nm$, the count is then $O(n\log(n/\varepsilon))$ instead of $O(n^2)$. Once the loss is small and $m$ is well below $n$, one more unit of $m$ reduces it about fourfold; at $n=16$ the factor for the worst input runs from 3.7 at $m=4$ to 4.8 at $m=10$ (4.0 to 5.0 for the mean over random inputs treated below) and grows further as $m$ nears $n$.

Random inputs do better than the worst case. A carry arises from carry 0 if both input bits are 1, with probability $1/4$, and from carry 1 if at least one is 1, with probability $3/4$. So $p_l=P(c_l=1)$ obeys $p_{l+1}=\frac14+\frac12p_l$ with $p_0=0$, which gives $p_l=(1-2^{-l})/2$. Summing with $K=n-m$,

$$E[C]=\frac K2-\frac{1-2^{-K}}2 ,$$

and for small $K\theta^2$ the mean loss is $\theta^2E[C]$. For $n=16$ and $m=6$ this is $0.00241\times4.50=0.0108$. The full average follows from the same two-state chain, with each step into carry 1 weighted by $w$:

$$E[w^C]=(1,1)\left[\begin{pmatrix}1&0\\0&w\end{pmatrix}\begin{pmatrix}3/4&1/4\\1/4&3/4\end{pmatrix}\right]^{K}\begin{pmatrix}1\\0\end{pmatrix}.$$

Setting $w=\cos^2\theta$ gives the mean success probability.

One might prefer to truncate the adder stage alone and keep both transforms complete. Qubit $j$ then lacks the phase $2\pi(a\bmod2^l)/2^j$, and

$$P=\prod_{j=m+1}^n\cos^2\frac{\pi(a\bmod2^{j-m})}{2^j}.$$

For large $l$ the fraction $(a\bmod2^l)/2^l$ is nearly uniform between 0 and 1, with mean square $1/3$. The mean loss per qubit is then about $\theta^2/3$, against $\theta^2/2$ when every stage is truncated. At $n=16$, $m=6$, averages over all inputs give losses of 0.0069 and 0.0108. The smaller loss costs $81+2\times120=321$ controlled phases instead of 211.

## Some superpositions need a higher cutoff

The amplitude $z^C$ also has a phase, $-C\theta$. It is invisible when a definite sum is read out, but it damages a superposition of inputs with different numbers of carries.

Let $a=2^n-1$ and $b=(|0\rangle+|1\rangle)/\sqrt2$. The first branch has no carries and the second has $C=K$. Their correct sums, $2^n-1$ and 0, differ in the lowest $m$ bits, which the circuit never gets wrong, so neither branch leaks into the other's sum. The fidelity with the ideal output is

$$F=\frac{|1+z^K|^2}4\approx1-\frac{K^2\theta^2}4\qquad(K\theta\ll1,\ K\gg1).$$

The loss grows as $K^2$, whereas for definite inputs it grows at most as $K$. With $n=16$ and $m=6$, $F=0.930$, while the worst definite input succeeds with probability 0.976.

An average measure is the process fidelity $|\mathrm{Tr}(U^\dagger U_m)|^2/4^{2n}$, in which $4^n$ is the dimension of the two registers together. The trace divided by $4^n$ is the mean of $z^C$ over all inputs. To second order in $\theta$,

$$z^C\approx1-i\theta C-\tfrac12\theta^2(C+C^2),$$

$$|E[z^C]|^2\approx1-\theta^2\left(E[C]+\mathrm{Var}\,C\right).$$

Far along the register each carry has variance $1/4$. The chain halves any deviation from the mean at each step, so carries $k$ places apart have covariance $2^{-k}/4$. For large $K$ this gives $\mathrm{Var}\,C\approx\frac K4(1+2\sum_{k\ge1}2^{-k})=\frac{3K}4$, and the process loss tends to $\frac54K\theta^2$ as long as $K\theta\ll1$. The carry-dependent phase thus makes the loss 2.5 times the mean loss for definite inputs.

For an arbitrary superposition the operator bound becomes useful once $m$ is large enough. If two normalized states differ by at most $\delta\le1$ in norm, their overlap is at least $1-\delta^2/2$ in magnitude, and the infidelity is at most $\delta^2$. It is therefore sufficient that

$$m\ge\log_2\frac{6\pi n}{\sqrt\varepsilon},$$

again provided this does not exceed $n$. The growth with $n$ is still logarithmic. For $\varepsilon=10^{-3}$ and $n=1024$, definite inputs need $m=12$ and 34,618 controlled phases. The bound for any superposition asks for $m=20$ and 58,822. The second cutoff is sufficient, not shown to be necessary. The two-branch input above needs $m=16$ at this size, while the process loss is already below $10^{-3}$ at $m=12$.

## When the gates themselves fail

With imperfect gates a higher cutoff is not always better. Consider a 16-qubit adder with a two-qubit error of $10^{-3}$ for every controlled phase, whatever its angle. Count any fault as a failure, and multiply the no-fault probability by the mean success for random inputs:

| $m$ | phases | truncation loss | no fault | success |
|---|---|---|---|---|
| 4 | 142 | 0.187 | 0.868 | 0.705 |
| 5 | 178 | 0.047 | 0.837 | 0.798 |
| 6 | 211 | 0.011 | 0.810 | 0.801 |
| 7 | 241 | 0.002 | 0.786 | 0.784 |
| 16 | 376 | 0 | 0.686 | 0.686 |

The best cutoff is $m=6$, where $G=3\cdot6\cdot27/2-32=211$. Its lead over $m=5$ is too small to matter with such rough inputs. The gain over the full circuit, from 0.69 to 0.80, is substantial within this model. Counting every fault as fatal is pessimistic: if each fault is a random two-qubit Pauli error, the result is still right after a single fault with probability near 0.2, the success becomes about 0.84 at $m=6$ and 0.74 for the full circuit, and $m=6$ remains the best cutoff in the table.

The error rate is a rough value near the better results for trapped ions, whose mutual coupling within one chain suits gates between distant qubits. The adder needs 32 ions, and gates in long chains usually fail more often. With rough values of 200 µs per gate and a coherence time of 10 s, 211 gates in sequence take 42 ms. If each of the 16 Fourier qubits suffers a phase flip with probability $(1-e^{-t/T_2})/2$ in this time $t$, where $T_2$ is the coherence time, idle dephasing costs about 0.034. This is an upper estimate: for definite inputs a phase flip does harm only between a qubit's two Hadamard gates, and counting only that time gives about 0.02. Readout errors of 0.003 per qubit cost 0.047, and 32 Hadamard gates with error $10^{-4}$ cost 0.003. Together they would lower 0.80 to about $0.801\times0.966\times0.953\times0.997\approx0.735$. Since dephasing grows with the number of gates, it leaves $m=5$ and $m=6$ level to about 0.001, and which one leads depends on how it is counted. The choice of cutoff rests on the assumption that small rotations fail as often as large ones. If the error were instead proportional to the angle, with $10^{-3}$ at half a turn, the success would be 0.934 at $m=6$ and 0.944 at both $m=11$ and $m=16$. Truncating to $m=6$ would then do harm. A low cutoff is worthwhile when the cost of a gate depends little on its angle and the error rate is high enough. With an angle-independent error of $10^{-4}$ the best cutoff is $m=7$ and the success rises only from 0.963 to 0.974; with $10^{-5}$, $m=6$ gives 0.987 against 0.996 for the full circuit, and the best cutoff, $m=9$, reaches only 0.997.

Miscalibration has a less obvious effect. In a state-vector simulation of eight random sums at $m=6$, making all controlled phases 1% too large raises the mean success from 0.988 to 0.992. To see why, let every controlled angle be multiplied by $1+x$. The Hadamard gates handle the top bits of $b$ and $s$, so with the lower bits right the nominal controlled phases on qubit $j$ add up to $W_j(a)+W_j(b)-W_j(s)+(s_{j-1}-b_{j-1})/2$ turns. Whole turns must now be kept, because they are scaled too. With them, $W_j(a)+W_j(b)-W_j(s)=c_j-c_l/2^m$, where the last term is absent for $j\le m$. The bits themselves obey $a_{j-1}+b_{j-1}+c_{j-1}=s_{j-1}+2c_j$, where $c_{j-1}$ is the carry into the qubit's own bit. The nominal sum is therefore $(a_{j-1}+c_{j-1})/2-c_l/2^m$, of which the first part is the one needed for a correct result. Scaling the sum by $1+x$ leaves the residue

$$\frac{x(a_{j-1}+c_{j-1})}2-\frac{(1+x)c_l}{2^m}.$$

For small positive $x$ the first term opposes the missing carry; for negative $x$ it adds to it. The improvement is a partial cancellation of two errors at this cutoff. Its size depends on the sums drawn, and these eight were favourable. With each qubit contributing $\cos^2$ of $\pi$ times its residue, the average over many random sums rises only from 0.989 to 0.991, and about 44% of sums are made worse. The useful range is narrow: at $+2\%$ the average falls to 0.982, and at $-1\%$ to 0.977. Where $c_l=0$ the over-rotation can only do harm.
